**Valley Chern numbers, vacuum edges and mass walls in gapped graphene**

The program supports the statement that valley numbers near ±1/2 do not fix vacuum edge states, while their change across a mass wall gives the net number of gap-crossing modes per valley and spin. Here `m` is the staggered potential, `t` the hopping, `U` an edge-row potential, `w` the wall width and `tau` the valley. It asserts that Berry fluxes from link products agree with the Dirac formula, and that a ragged flake has no level inside the gap. For zigzag ribbons it asserts the crossing counts for several edge potentials and wall profiles, the lattice edge dispersion, and the equivalence of second-neighbour hopping to an edge potential plus known terms. It also asserts the energies of the wall modes, the intervalley gap of an abrupt armchair wall and a law for interband tunnelling. The output shows the same bulk with zero or one crossing mode per valley at its edge, depending on `U`. Each wall with a net sign change gives one crossing mode per valley, and the wall without one gives none.

## Numerical verification

```python
"""
Result under test: in gapped graphene the valley Chern numbers +-1/2 do not fix
the states at a vacuum edge; the change of valley number across a mass wall
gives the net number of gap-crossing modes, one per valley for one sign change.

Symbols: a lattice constant (nm), t nearest-neighbour hopping (eV), m staggered
potential (+m on A, -m on B), hv = hbar*v (eV nm), tau = +1/-1 valley,
ka = wave number along a zigzag line times a, U potential on an edge row (eV),
w wall width (nm), p wave number measured from the valley centre.
Signed count = right movers minus left movers along x, per spin.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal
from scipy.integrate import solve_ivp
import scipy.sparse as sp
from scipy.sparse.linalg import eigsh

a, t, m0, w = 0.246, 2.7, 0.020, 10.0
hv = np.sqrt(3) / 2 * a * t
U0 = 0.200
meV = 1e3
rng = np.random.default_rng(7)
print(f"lattice constant {a} nm, hopping {t} eV, m0 {m0*meV:.1f} meV")
print(f"hbar v = {hv:.4f} eV nm, v = {hv*1e-9*const.e/const.hbar:.3e} m/s")
print(f"bulk gap 2 m0 = {2*m0*meV:.1f} meV, hbar v/m0 = {hv/m0:.2f} nm")


# ---------- valley Chern numbers from link products ----------
def chern_flux(h, m):
    """Lower-band Berry flux / 2 pi on a mesh; h is the A-B matrix element."""
    ham = np.zeros(h.shape + (2, 2), complex)
    ham[..., 0, 0], ham[..., 1, 1] = m, -m
    ham[..., 0, 1], ham[..., 1, 0] = h, np.conj(h)
    u = np.linalg.eigh(ham)[1][..., 0]
    dot = lambda x, y: np.sum(np.conj(x) * y, axis=-1)
    u00, u10, u11, u01 = u[:-1, :-1], u[1:, :-1], u[1:, 1:], u[:-1, 1:]
    loop = dot(u00, u10) * dot(u10, u11) * dot(u11, u01) * dot(u01, u00)
    return -np.angle(loop).sum() / (2 * np.pi)


def half_zone(tau, m):
    """Flux in the half zone holding valley tau, mesh refined at its centre."""
    eps = abs(m) / t
    def refined(lo, hi):
        return eps * np.sinh(np.linspace(np.arcsinh(lo / eps),
                                         np.arcsinh(hi / eps), 241))
    if tau > 0:
        ka = 2 * np.pi / 3 + refined(-2 * np.pi / 3, np.pi / 3)
        q = np.pi + refined(-np.pi, np.pi)
    else:
        ka = 4 * np.pi / 3 + refined(-np.pi / 3, 2 * np.pi / 3)
        q = refined(-np.pi, np.pi)
    h = -t * (2 * np.cos(ka / 2)[:, None] + np.exp(-1j * q)[None, :])
    return chern_flux(h, m)


cut = 0.200
radius = np.linspace(0, cut, 201)[:, None]
angle = np.linspace(0, 2 * np.pi, 241)[None, :]
for tau in (1, -1):
    for m in (m0, -m0):
        h = radius * (tau * np.cos(angle) - 1j * np.sin(angle))
        disk = chern_flux(h, m)
        formula = tau * np.sign(m) / 2 * (1 - abs(m) / np.hypot(m, cut))
        assert abs(disk - formula) < 1e-3
        assert abs(half_zone(tau, m) - tau * np.sign(m) / 2) < 0.01
        if tau == 1 and m > 0:
            print(f"Dirac disk to {cut*meV:.0f} meV: C = {disk:.4f}, "
                  f"formula {formula:.4f}")
c_plus, c_minus = half_zone(1, m0), half_zone(-1, m0)
c_heavy = half_zone(1, 1.0)
assert abs(c_plus + c_minus) < 1e-6 and abs(c_heavy - 0.5) > 0.05
print(f"half-zone C, m0: tau=+1 {c_plus:.4f}, tau=-1 {c_minus:.4f}")
print(f"half-zone C for m = 1 eV, tau=+1: {c_heavy:.4f}")

# ---------- ragged flake: no termination puts a state inside the gap ----------
size = 16
keep = rng.random((size, size, 2)) < 0.88
label = -np.ones((size, size, 2), int)
label[keep] = np.arange(keep.sum())
flake = np.zeros((keep.sum(), keep.sum()))
for i in range(size):
    for j in range(size):
        for s in (0, 1):
            if label[i, j, s] >= 0:
                flake[label[i, j, s], label[i, j, s]] = m0 * (1 - 2 * s)
        for di, dj in ((0, 0), (-1, 0), (0, -1)):
            if i + di >= 0 and j + dj >= 0:
                x, y = label[i, j, 0], label[i + di, j + dj, 1]
                if x >= 0 and y >= 0:
                    flake[x, y] = flake[y, x] = -t
lowest = np.abs(np.linalg.eigvalsh(flake)).min()
assert lowest > m0 - 1e-10
print(f"ragged flake, {len(flake)} atoms: min|E| = {lowest*meV:.4f} meV")

# ---------- zigzag ribbon: tridiagonal at fixed ka ----------
row = np.sqrt(3) / 2 * a
n_rows = int(800 / row)
y_mid = row * (np.arange(n_rows) - (n_rows - 1) / 2)
shift = a / np.sqrt(3) / 4
y_site = np.empty(2 * n_rows)
y_site[0::2], y_site[1::2] = y_mid - shift, y_mid + shift
sublattice = np.tile([1.0, -1.0], n_rows)


def onsite(mass, u_bottom=0.0, u_top=0.0):
    d = sublattice * mass(y_site)
    d[0] += u_bottom
    d[-1] += u_top
    return d


def states(d, ka, lo, hi):
    e = np.full(2 * n_rows - 1, -t)
    e[0::2] = -2 * t * np.cos(ka / 2)
    return eigh_tridiagonal(d, e, select='v', select_range=(lo, hi))


def signed_counts(d, energy=0.001):
    """Net crossings of `energy` in the two half zones, by Sturm counting."""
    strong = (2 * t * np.cos(np.array([0, np.pi, 2 * np.pi]) / 2)) ** 2
    pivot = np.full(3, d[0] - energy)
    below = (pivot < 0).astype(int)
    for i in range(1, len(d)):
        pivot = d[i] - energy - (strong if i % 2 else t * t) / pivot
        below += pivot < 0
    return int(below[0] - below[1]), int(below[1] - below[2])


def uniform(m):
    return lambda y: m + 0 * y


print("vacuum edge (bottom, A row): signed counts for tau=+1, -1")
plain = signed_counts(onsite(uniform(m0)))
assert plain == (0, 0)
print(f"  m=+20 meV scale, U=0: {plain}")
for m in (m0, -m0):
    for U in (U0, -U0):
        got = signed_counts(onsite(uniform(m), U))
        expected = int((np.sign(U) - np.sign(m)) / 2)
        assert got == (expected, -expected)
        print(f"  m={m*meV:+.0f} meV, U={U*meV:+.0f} meV: {got}")
both = signed_counts(onsite(uniform(m0), U0, U0))
assert both == (1, -1)
print(f"  m=+{m0*meV:.0f} meV, U=+{U0*meV:.0f} meV on both edges: {both}")
weak_U = -0.030
weak = onsite(uniform(m0), weak_U)
upper, lower = signed_counts(weak, 0.010), signed_counts(weak, -0.015)
assert upper == (-1, 1) and lower == (0, 0)
print(f"  U={weak_U*meV:.0f} meV: at E=+10 meV {upper}, at E=-15 meV {lower}")


def edge_energy(ka, m, U):
    """Exact edge level of the half-infinite lattice."""
    c2 = 2 * np.cos(ka / 2)
    roots = np.roots([c2 * U**2, (2 * m + U) * U - t**2, -c2 * t**2])
    lam = roots[np.argmin(abs(roots))].real
    assert abs(lam) < 1
    return m + U * (1 + c2 * lam)


theta = 2 * np.arctan(-U0 / t)
print(f"U=-{U0*meV:.0f} meV: theta = {theta:.4f} rad, "
      f"edge speed/v = {abs(np.sin(theta)):.4f}")
edge = onsite(uniform(m0), -U0)
for kinetic in (0.05, 0.10, 0.15):
    ka = 2 * np.pi / 3 + a * kinetic / hv
    level = states(edge, ka, -0.019, 0.019)[0]
    exact = edge_energy(ka, m0, -U0)
    dirac = kinetic * np.sin(theta) + m0 * np.cos(theta)
    assert len(level) == 1 and abs(level[0] - exact) < 1e-7
    # the Dirac line omits terms of second order in a*p
    assert abs(level[0] - dirac) < 0.0008
    print(f"  hv p={kinetic*meV:.0f} meV: ribbon {level[0]*meV:.3f}, "
          f"lattice {exact*meV:.3f}, Dirac {dirac*meV:.3f} meV")

# ---------- second neighbours act as an edge potential ----------
t2, n_small, ka = 0.1, 12, 2.5
c2 = 2 * np.cos(ka / 2)
bond = np.full(2 * n_small - 1, -t)
bond[0::2] = -t * c2
hop = np.diag(bond, 1) + np.diag(bond, -1)
side = np.full(2 * n_small - 2, t2 * c2)
second = (np.diag(np.full(2 * n_small, 2 * t2 * np.cos(ka)))
          + np.diag(side, 2) + np.diag(side, -2))
remainder = second - t2 / t**2 * hop @ hop + 3 * t2 * np.eye(2 * n_small)
edge_only = np.zeros_like(hop)
edge_only[0, 0] = edge_only[-1, -1] = t2
assert np.allclose(remainder, edge_only, atol=1e-12)
print(f"second-neighbour hopping {t2*meV:.0f} meV: edge potential "
      f"{remainder[0, 0]*meV:.1f} meV = {remainder[0, 0]/m0:.1f} m0")

# ---------- mass walls ----------
walls = {
    "sharp rising": lambda y: m0 * np.sign(y + 1e-9),
    "smooth rising": lambda y: m0 * np.tanh(y / w),
    "smooth falling": lambda y: -m0 * np.tanh(y / w),
    "lopsided, 3 sign changes": lambda y: m0 * (0.75 + 1.75 * np.tanh(y / w))
    - 0.08 * np.exp(-((y - 40) / 10) ** 2),
    "no sign change": lambda y: m0 * (2 + np.tanh(y / w)),
}
print("mass walls: signed counts for tau=+1, -1")
for name, mass in walls.items():
    got = signed_counts(onsite(mass))
    ends = np.sign(mass(np.array([-390.0, 390.0])))
    change = int((ends[1] - ends[0]) / 2)
    assert got == (-change, change)
    print(f"  {name}: {got}")

wall = onsite(walls["smooth rising"])
near = abs(y_site) < 100
worst, least_weight = 0.0, 1.0
for tau, centre in ((1, 2 * np.pi / 3), (-1, 4 * np.pi / 3)):
    for kinetic in (-0.010, 0.0, 0.010):
        level, vec = states(wall, centre + a * kinetic / hv, -0.015, 0.015)
        assert len(level) == 1
        worst = max(worst, abs(level[0] + tau * kinetic))
        least_weight = min(least_weight, np.sum(vec[near, 0] ** 2))
        if kinetic > 0:
            print(f"  tau={tau:+d}, hv p={kinetic*meV:.0f} meV: "
                  f"E = {level[0]*meV:.3f} meV")
# lattice corrections are of order m0^2/t, about 0.15 meV
assert worst < 0.00025 and least_weight > 0.99
print(f"  largest deviation from -tau hv p: {worst*meV:.3f} meV; "
      f"weight within 100 nm: {least_weight:.4f}")

wide = 100.0
s = m0 * wide / hv
eps = [hv / wide * np.sqrt(n * (2 * s - n)) for n in (1, 2)]
expected = np.array([-eps[1], -eps[0], 0.0, eps[0], eps[1]])
level = states(onsite(lambda y: m0 * np.tanh(y / wide)),
               2 * np.pi / 3, -0.019, 0.019)[0]
assert len(level) == 5 and np.max(abs(level - expected)) < 0.00025
print(f"wall of {wide:.0f} nm: s = {s:.3f}, levels at p=0 (meV)")
print("  ribbon ", np.round(level * meV, 3))
print("  formula", np.round(expected * meV, 3))


# ---------- wall along the armchair direction: valleys can mix ----------
def armchair_gap(width):
    half = int(300 / (a / 2))
    x = a / 2 * np.arange(-half, half + 1)
    mass = m0 * (np.sign(x) if width == 0 else np.tanh(x / width))
    n = len(x)
    hopping = sp.diags([-t * np.ones(n - 1), -t * np.ones(n),
                        -t * np.ones(n - 1)], [-1, 0, 1])
    ham = (sp.kron(np.array([[0, 1], [1, 0]]), hopping)
           + sp.kron(np.array([[1, 0], [0, -1]]), sp.diags(mass))).tocsc()
    values = eigsh(ham, k=2, sigma=1e-7, v0=rng.standard_normal(2 * n),
                   return_eigenvectors=False)
    return 2 * np.min(abs(values))


sharp, smooth = armchair_gap(0), armchair_gap(w)
estimate = 2 * m0**2 / (3 * t)
assert abs(sharp / estimate - 1) < 0.05 and smooth < 1e-4 * sharp
print(f"armchair wall, intervalley gap: sharp {sharp*meV:.4f} meV, "
      f"formula {estimate*meV:.4f} meV")
print(f"  smooth, {w:.0f} nm: {smooth*meV:.1e} meV (finite-box floor included)")

# ---------- interband tunnelling law and sizes of neglected effects ----------
sx, sz = np.array([[0, 1], [1, 0]]), np.diag([1, -1])
mu, far = 0.5, 30.0
start = np.linalg.eigh(-far * sx + mu * sz)[1][:, 0].astype(complex)
run = solve_ivp(lambda s_, psi: -1j * ((s_ * sx + mu * sz) @ psi),
                (-far, far), start, method='DOP853', rtol=1e-8, atol=1e-10)
top = np.linalg.eigh(far * sx + mu * sz)[1][:, 1]
jump, law = abs(top @ run.y[:, -1]) ** 2, np.exp(-np.pi * mu**2)
assert abs(jump - law) < 2e-3
print(f"tunnelling probability test: evolved {jump:.4f}, law {law:.4f}")
print(f"tunnelling field scale pi m0^2/(e hbar v) = "
      f"{np.pi*m0**2/hv*1e4:.2f} kV/cm")
for temperature in (4, 300):
    kT = const.k * temperature / const.e
    print(f"kT at {temperature} K = {kT*meV:.3f} meV, "
          f"exp(-m0/kT) = {np.exp(-m0/kT):.2e}")
print(f"ideal wall resistance with spin, h/(2e^2) = "
      f"{const.h/(2*const.e**2)/1e3:.3f} kOhm")
print("all good")
```

It prints:

```
lattice constant 0.246 nm, hopping 2.7 eV, m0 20.0 meV
hbar v = 0.5752 eV nm, v = 8.739e+05 m/s
bulk gap 2 m0 = 40.0 meV, hbar v/m0 = 28.76 nm
Dirac disk to 200 meV: C = 0.4502, formula 0.4502
half-zone C, m0: tau=+1 0.4960, tau=-1 -0.4960
half-zone C for m = 1 eV, tau=+1: 0.3117
ragged flake, 454 atoms: min|E| = 20.0000 meV
vacuum edge (bottom, A row): signed counts for tau=+1, -1
  m=+20 meV scale, U=0: (0, 0)
  m=+20 meV, U=+200 meV: (0, 0)
  m=+20 meV, U=-200 meV: (-1, 1)
  m=-20 meV, U=+200 meV: (1, -1)
  m=-20 meV, U=-200 meV: (0, 0)
  m=+20 meV, U=+200 meV on both edges: (1, -1)
  U=-30 meV: at E=+10 meV (-1, 1), at E=-15 meV (0, 0)
U=-200 meV: theta = -0.1479 rad, edge speed/v = 0.1473
  hv p=50 meV: ribbon 12.467, lattice 12.467, Dirac 12.415 meV
  hv p=100 meV: ribbon 5.244, lattice 5.244, Dirac 5.048 meV
  hv p=150 meV: ribbon -1.884, lattice -1.884, Dirac -2.319 meV
second-neighbour hopping 100 meV: edge potential 100.0 meV = 5.0 m0
mass walls: signed counts for tau=+1, -1
  sharp rising: (-1, 1)
  smooth rising: (-1, 1)
  smooth falling: (1, -1)
  lopsided, 3 sign changes: (-1, 1)
  no sign change: (0, 0)
  tau=+1, hv p=10 meV: E = -9.992 meV
  tau=-1, hv p=10 meV: E = 10.008 meV
  largest deviation from -tau hv p: 0.015 meV; weight within 100 nm: 0.9989
wall of 100 nm: s = 3.477, levels at p=0 (meV)
  ribbon  [-1.8103e+01 -1.4033e+01  3.0000e-03  1.4038e+01  1.8109e+01]
  formula [-18.106 -14.036   0.     14.036  18.106]
armchair wall, intervalley gap: sharp 0.0988 meV, formula 0.0988 meV
  smooth, 10 nm: 6.7e-08 meV (finite-box floor included)
tunnelling probability test: evolved 0.4559, law 0.4559
tunnelling field scale pi m0^2/(e hbar v) = 21.85 kV/cm
kT at 4 K = 0.345 meV, exp(-m0/kT) = 6.33e-26
kT at 300 K = 25.852 meV, exp(-m0/kT) = 4.61e-01
ideal wall resistance with spin, h/(2e^2) = 12.906 kOhm
all good
```
